\section*{Ce $3d$ peak areas and $4f$ occupations in a model of CeO$_2$, part 2}

An argument reads the areas $0.367$, $0.258$, $0.376$ of three Ce $3d$ peaks of CeO$_2$, labelled $f^2$, $f^1$, $f^0$ (low, mid, top in binding energy), as ground-state probabilities, giving a $4f$ count of $0.99$. The areas come from a model with $\Delta=2$, $V=0.7$, $U=10$, $Q=13$ eV and $\hbar=1$. It has $N=14$ $4f$ spin-orbitals, each coupled by $V$ to a ligand orbital at zero energy:
\[H_g=\Delta\,\hat n+\tfrac12U\,\hat n(\hat n-1)+H_{\rm hyb},\qquad H_f=H_g-Q\,\hat n,\]
without and with the core hole. Between $|n\rangle$ and $|n+1\rangle$ ($n$ counts $4f$ electrons), $H_{\rm hyb}$ has element $-t_n$, $t_n=V\sqrt{(n+1)(N-n)}$. The three-configuration model keeps $n\le2$, with final diagonal energies $\varepsilon_0=0$, $\varepsilon_1=\Delta-Q$, $\varepsilon_2=2\Delta+U-2Q$.

The ground state $|g\rangle=\sum_nc_n|n\rangle$, $c_n>0$, has energy $E_g$, $w_n=c_n^2$ and $n_f=\sum_nn\,w_n$. Eigenstates $|j\rangle=\sum_na_{jn}|n\rangle$ of $H_f$ give peaks at $\omega_j=E_j-E_g$, measured from the unscreened binding energy $-\epsilon_c$, with areas $I_j=|\langle j|g\rangle|^2$. $A(\omega)$ is this spectrum with Lorentzian broadening. The mixing part of $I_j$ is $\sum_na_{jn}^2w_n$; the rest is interference.

For $U\to\infty$, $I_{\rm low}=\cos^2(\theta_f-\theta_g)>w_1=\sin^2\theta_g$, where $\cot2\theta=\delta/2t_0$ with $\delta=\Delta$ for $\theta_g$ and $\Delta-Q$ for $\theta_f$.

For three configurations and $Q>0$, with $a_n$ the low-state components, $r_n=a_n/c_n$, $\eta=E_g-E_{\rm low}$ and $W_0=t_0c_0c_1(r_1-r_0)=\eta\,a_0c_0$,
\begin{equation}
\sqrt{I_{\rm low}}>\frac1{r_2}=\frac{c_2}{a_2}>c_2 .
\label{eq:thm}
\end{equation}

Scaling $H_{\rm hyb}$ in $H_f$ by $\lambda$ at fixed $|g\rangle$, with $x_0=t_0/(Q-\Delta)$, $x_1=t_1/(Q-\Delta-U)$, $y=t_1x_0/(\varepsilon_0-\varepsilon_2)$, gives, for $U>0$ and $Q>\Delta+U$,
\begin{equation}
\frac{dI_{\rm top}}{d\lambda}=-2x_0c_0c_1,\qquad
\frac{dI_{\rm mid}}{d\lambda}=2x_0c_0c_1-2x_1c_1c_2,\qquad
\frac{dI_{\rm low}}{d\lambda}=2x_1c_1c_2 \qquad(\lambda=0).
\label{eq:slopes}
\end{equation}
\begin{equation}
I_{\rm top}=w_0-2\lambda x_0c_0c_1+\lambda^2\big[x_0^2(w_1-w_0)+2y\,c_0c_2\big]+O(\lambda^3).
\label{eq:second}
\end{equation}
The model itself is $\lambda=1$. "The program" is the accompanying numerical check.

\section{Where the occupations survive}

The moments of the line spectrum are $M_k=\sum_jI_j\omega_j^k=\langle g|(H_f-E_g)^k|g\rangle$. They refer to peak centres and areas, since with Lorentzian tails the integral of $\omega A(\omega)$ depends on how its limits are taken, and the integrals with higher powers of $\omega$ diverge. From $(H_g-E_g)|g\rangle=0$ follows $(H_f-E_g)|g\rangle=-Q\hat n|g\rangle$. Projecting on $|g\rangle$ gives $M_1$, the squared norm gives $M_2$, and placing $H_f-E_g$ between two such vectors gives $M_3$:
\begin{align}
M_1&=-Q\langle\hat n\rangle,\qquad M_2=Q^2\langle\hat n^2\rangle,\\
M_3&=Q^2\langle\hat n(H_g-E_g-Q\hat n)\hat n\rangle=-Q^3\langle\hat n^3\rangle+Q^2\sum_{nm}nm\,c_nc_m(H_g-E_g)_{nm}.
\end{align}
In the last sum write $nm=\tfrac12(n^2+m^2)-\tfrac12(n-m)^2$. The first part vanishes, because for fixed $n$ the sum over $m$ of $(H_g-E_g)_{nm}c_m$ is zero, and likewise with $n$ and $m$ exchanged. The factor $(n-m)^2$ is $0$ on the diagonal and $1$ on the couplings, so it selects $H_{\rm hyb}$:
\begin{equation}
M_3=-Q^3\langle\hat n^3\rangle-\tfrac12Q^2\langle H_{\rm hyb}\rangle,\qquad \langle H_{\rm hyb}\rangle=-2(t_0c_0c_1+t_1c_1c_2).
\end{equation}
The moments $M_0$, $M_1$, $M_2$ are those of lines of weight $w_n$ at $-Qn$, and the hybridisation first appears in $M_3$. In the three-configuration model $\langle\hat n\rangle=w_1+2w_2$ and $\langle\hat n^2\rangle=w_1+4w_2$; subtracting the first from the second, and the second from twice the first, gives
\begin{equation}
w_2=\tfrac12\big(\langle\hat n^2\rangle-\langle\hat n\rangle\big),\qquad w_1=2\langle\hat n\rangle-\langle\hat n^2\rangle .
\label{eq:inv}
\end{equation}
The relations for $M_1$ and $M_2$ use only $H_f-H_g=-Q\hat n$ and so hold for any number of configurations and any ligand band; they fail if the core hole also changes $V$. The inversion (\ref{eq:inv}) needs $w_3$ negligible, and it needs $Q$ and the origin $-\epsilon_c$, neither of which a measured spectrum displays. The variance $M_2-M_1^2=Q^2(\langle\hat n^2\rangle-n_f^2)$ is independent of the origin, but it is one equation. The program tests the three moments and the inversion, and tests $-M_1/Q$ against a finite-difference value of $\partial E_g/\partial\Delta$, which equals $n_f$ by the Hellmann--Feynman theorem.

\section{The spectrum quoted in the argument}

The parameters are $\Delta=2$, $V=0.7$, $U=10$ and $Q=13$ eV. They are round values of the rough size customary for CeO$_2$ and are not fitted. The oxide enters through two features: $\Delta$ is comparable with $t_0=2.619$ eV, and $Q-\Delta-U=1$ eV is small against $t_1=3.569$ eV. Four decimals are kept only to let the arithmetic close.

The initial diagonal is $(0,2,14)$ eV. Rows 0 and 2 give $c_1/c_0=-E_g/t_0$ and $c_2/c_1=t_1/(14-E_g)$, and row 1 becomes $E_g=2+t_0^2/E_g-t_1^2/(14-E_g)$ with $t_0^2=14\times0.49=6.86$ and $t_1^2=26\times0.49=12.74$ eV$^2$. The root $E_g=-2.084$ eV satisfies it: $2-3.292-0.792=-2.084$. Then $c_1/c_0=0.7956$, $c_2/c_1=0.2219$, $1/w_0=1+0.6330+0.0312=1.6642$, and
\begin{equation}
(c_0,c_1,c_2)=(0.7752,\,0.6168,\,0.1369),\quad (w_0,w_1,w_2)=(0.601,\,0.380,\,0.019),\quad n_f=0.418 .
\end{equation}
The final diagonal is $(0,-11,-12)$ eV, with the secular equation $E=-11+6.86/E-12.74/(-12-E)$. Its roots are $-15.304$, $-8.341$ and $0.645$ eV (for the first, $-11-0.448-3.856=-15.304$). Subtracting $E_g$ puts the peaks at $\omega=-13.22$, $-6.26$ and $2.73$ eV, with splittings from the low peak of $6.96$ eV ($0.256$ hartree) and $15.95$ eV ($0.586$ hartree). The overlaps of the final eigenvectors with $c$ are
\begin{align}
{\rm low}:&\quad 0.1155\,c_0+0.6748\,c_1+0.7289\,c_2=0.090+0.416+0.100=0.606,\\
{\rm mid}:&\quad 0.2193\,c_0+0.6984\,c_1-0.6813\,c_2=0.170+0.431-0.093=0.508,\\
{\rm top}:&\quad 0.9688\,c_0-0.2385\,c_1+0.0673\,c_2=0.751-0.147+0.009=0.613,
\end{align}
and their squares are $I=(0.367,\,0.258,\,0.376)$, the areas used in the argument. The ground state that produced them has $n_f=0.42$, against the inferred $0.99$. This is a value of the zero-width model and not a determination for the oxide. Spreading the ligand level into a flat band of width $3$ eV about the same centre, with the same total $V^2$, raises $n_f$ to $0.46$ and changes the three areas to about $0.39$, $0.27$ and $0.35$, which the argument would read as $1.04$. A width of $5$ eV gives $n_f=0.54$. The weaker reading $1-I_{\rm top}=0.62$ also overshoots its target $1-w_0=0.40$. The low peak is about 20 times $w_2$, and the top peak is $0.63$ of $w_0$.

The labels fail for two of the peaks. The low state is $46\%$ $f^1$ and $53\%$ $f^2$, the mid state $49\%$ $f^1$ and $46\%$ $f^2$, and the largest term in the low overlap, $0.416$, comes from the $f^1$ component of the ground state. Its mixing part is $0.008+0.173+0.010=0.191$ and its interference part $+0.175$. The top state is $94\%$ $f^0$, so its label is fair, and its area still falls short of $w_0$ by $0.225$. Of this, $0.601-0.586=0.015$ is mixing and $0.210$ is interference. A nearly pure final state is thus no guarantee of a faithful area, because the interference is linear in the admixed amplitude $0.24$ while the loss of purity is quadratic. In the inequality, $r=(0.149,\,1.094,\,5.326)$; both forms of $W_0$, $t_0c_0c_1(r_1-r_0)$ and $\eta a_0c_0$ with $\eta=13.22$ eV, give $1.18$ eV, and the bound $1/r_2^2=0.035$ lies above $w_2$ and far below the actual $I_{\rm low}$. For $U\to\infty$ the angles are $\theta_g=0.603$ and $\theta_f=1.349$ rad, so that $I_{\rm low}=0.540$ against $w_1=0.322$.

The slopes (\ref{eq:slopes}) are $-2\times2.619\times0.7752\times0.6168/11=-0.228$ for the top peak, $2\times3.569\times0.6168\times0.1369/1=0.603$ for the low peak and $-0.375$ for the mid peak. For the top peak $x_0=0.238$, and first order gives $0.6009-0.2277=0.3732$, which is $0.7\%$ below the exact $0.3759$. The closeness comes from a cancellation in (\ref{eq:second}): $x_0^2(w_1-w_0)=-0.0125$ and $2yc_0c_2=+0.0150$ with $y=3.569\times0.238/12=0.0708$. The second-order values are $0.3757$ at $\lambda=1$ and $0.488$ at $\lambda=0.5$, where the exact weight is $0.4876$. The agreement at $\lambda=1$ is partly accidental: the third-, fourth- and fifth-order terms are about $+0.001$, $-0.004$ and $+0.003$, comparable with the net second-order term $+0.0025$, and they nearly cancel among themselves. For the low peak $x_1=3.57$ and the expansion is useless at $\lambda=1$; already at $\lambda=0.05$ the linear estimate $0.049$ misses the exact $0.058$. The mid weight is not monotonic in $\lambda$: it falls from $0.380$ to $0.227$ at $\lambda=0.5$ and returns to $0.258$. Between these last two points the top peak loses $0.112$ and the low peak gains only $0.081$. The difference, $0.031$, is the rise of the mid weight. At $\lambda=0.5$ the weights are $(0.29,\,0.23,\,0.49)$, so halving the final-state coupling does not restore the occupations.

A counterexample needs no expansion in $\lambda$. The ground state does not contain $Q$, yet $Q=11$, $13$, $15$ eV give $I_{\rm low}=0.47$, $0.37$, $0.28$ and $I_{\rm top}=0.32$, $0.38$, $0.41$ for one and the same $w$. The mid weight passes from $0.31$ at $Q=15$ eV to $0.42$ at $Q=30$ eV and so equals $w_1=0.38$ at some $Q$ between, an accidental agreement of one peak. At $Q=100$ eV first order gives $I_{\rm top}=0.6009-0.2277\times11/98=0.5753$, equal to the exact value to these digits, and $I_{\rm low}=0.026$ is still about $40\%$ above $w_2$.

The moments recover the ground state. From the peaks, $M_1=-4.846-1.612+1.026=-5.432$ eV, so $\langle\hat n\rangle=5.4321/13=0.4179$, and $M_2=76.95$ eV$^2$ gives $\langle\hat n^2\rangle=76.95/169=0.4553$. Equation (\ref{eq:inv}) returns $w_2=(0.4553-0.4179)/2=0.019$ and $w_1=0.8357-0.4553=0.380$. The third moment, $-902$ eV$^3$, is the sum of $-1165$ eV$^3$ from $\langle\hat n^3\rangle=0.530$ and $+263$ eV$^3$ from $\langle H_{\rm hyb}\rangle=-3.107$ eV. The variance of the spectrum is $47.4$ eV$^2$. The occupations claimed in the argument have $\langle\hat n^2\rangle-n_f^2=0.258+4\times0.367-0.991^2=0.74$, which at $Q=13$ eV would require a variance of about $125$ eV$^2$. This check is free of the energy origin. It depends on knowing $Q$ independently and on the core hole leaving $V$ unchanged: with the final-state coupling scaled by $\lambda=0.8$ the variance of the spectrum drops to $43$ eV$^2$, still far from $125$ eV$^2$, and at $\lambda=0$, where the areas equal the occupations, it is $29$ eV$^2$ against $Q^2(\langle\hat n^2\rangle-n_f^2)=47$ eV$^2$.

\section{The truncation at two $4f$ electrons}

The $f^3$ configuration is negligible in the ground state. With the core hole its diagonal energy $3(\Delta-Q)+3U=-3$ eV lies between $\varepsilon_1$ and $\varepsilon_0$, and it couples to $f^2$ by $t_2=4.2$ eV. The full ladder $n=0,\dots,14$ at the same parameters has $w=(0.598,\,0.382,\,0.020,\,0.0002)$ and $n_f=0.422$, which differs from the truncated value by $0.005$ or less. The spectrum changes more. It has peaks at $-14.03$, $-7.38$, $-0.11$ and $2.76$ eV with weights $0.296$, $0.318$, $0.021$ and $0.365$, and a weight of order $10^{-10}$ above. The truncated $I_{\rm low}$ exceeds the full one by $0.07$, which is $24\%$ of the full value, and the low and mid peaks exchange their order of intensity. A fourth peak of $74\%$ $f^3$ character appears with about $87$ times the weight $w_3=2.5\times10^{-4}$. The truncation thus shifts the low, mid and top areas by about $0.07$, $0.06$ and $0.01$, even within this Hamiltonian. The inequality (\ref{eq:thm}) is tied to the last rung of the ladder and says nothing about $w_2$ here, so for the full ladder the finding is numerical and holds at these parameters: the program asserts that the $f^0$-like peak stays well below $w_0$ and the lowest peak well above $w_2$. The reading $0.318+2\times0.296=0.91$ is still more than twice the true $n_f$.

\section{Changes required}

The inferred $4f$ count should be withdrawn, and the labels $f^1$ and $f^2$ of the two lower peaks should be declared as names of strongly mixed states, in which the labelled configuration makes up only $49\%$ to $59\%$ at the parameters of the quoted spectrum, in the truncated and the full ladder. An occupation can be obtained by fitting $\Delta$, $V$, $U$ and $Q$ to the two splittings and the two independent areas and then evaluating $w_n$ from $H_g$. Such a fit has as many unknowns as data, and its uniqueness has not been established here and must be examined. It should include $f^3$, and it should be repeated with a finite ligand bandwidth, with multiplet structure and with a final-state $V$ different from the initial one, since each of these alters the coefficients $a_{jn}$ on which the areas depend. Areas must also be freed of the overlapping spin-orbit partner, which the model omits, and of the inelastic losses of the photoelectron, which lie outside the sudden approximation used above, before they are compared with $I_j$.

\section*{Numbers as computed}
\begin{verbatim}
inputs: N=14, D=2.0, V=0.7, U=10.0, Q=13.0, Gamma=0.7 eV
t0 = 2.6192 eV, t1 = 3.5693 eV
initial diagonal f0 f1 f2 (eV): 0.0 2.0 14.0
final diagonal f0 f1 f2 (eV): -0.0 -11.0 -12.0
E_g = -2.0839 eV; amplitudes c0 c1 c2: 0.7752 0.6168 0.1369
occupations w0 w1 w2: 0.6009 0.3804 0.0187 ; n_f = 0.4179
final energies low mid top (eV): -15.3041 -8.3408 0.6449
peak positions low mid top (eV): -13.2201 -6.2569 2.7288
low: amplitudes a0 a1 a2: 0.1155 0.6748 0.7289 ; content: 0.0133 0.4553 0.5313
mid: amplitudes a0 a1 a2: 0.2193 0.6984 -0.6813 ; content: 0.0481 0.4878 0.4641
top: amplitudes a0 a1 a2: 0.9688 -0.2385 0.0673 ; content: 0.9386 0.0569 0.0045
peak weights I low mid top: 0.3666 0.2576 0.3759
  mixing part: 0.1912 0.2231 0.5857
  interference part: 0.1754 0.0344 -0.2098
splitting mid-low: 6.9633 eV = 0.2559 hartree
splitting top-low: 15.9490 eV = 0.5861 hartree
naive n_f = I_mid + 2 I_low = 0.9907; 1 - I_top = 0.6241
true 1 - w0 = 0.3991; I_low/w2 = 19.57; I_top/w0 = 0.6255
ratios r0 r1 r2: 0.1490 1.0941 5.3258
two-level: theta_g = 0.6030, theta_f = 1.3486 rad
two-level: w1 = 0.3217, I_low = 0.5398
slopes dI/dlam low mid top: 0.6026 -0.3749 -0.2277
first-order I_top = 0.3732
lam = 0.00: I low mid top: 0.0187 0.3804 0.6009
lam = 0.05: I low mid top: 0.0584 0.3521 0.5895
lam = 0.25: I low mid top: 0.2060 0.2499 0.5441
lam = 0.50: I low mid top: 0.2855 0.2269 0.4876
lam = 1.00: I low mid top: 0.3666 0.2576 0.3759
Q = 11 eV, same ground state: I low mid top: 0.4680 0.2092 0.3228
Q = 13 eV, same ground state: I low mid top: 0.3666 0.2576 0.3759
Q = 15 eV, same ground state: I low mid top: 0.2768 0.3126 0.4105
Q = 30 eV, same ground state: I low mid top: 0.0672 0.4212 0.5116
Q = 100 eV, same ground state: I low mid top: 0.0263 0.3984 0.5753
M1 = -5.4321 eV, M2 = 76.9498 eV^2, M3 = -902.436 eV^3
<n^2> = 0.4553, <n^3> = 0.5303, <H_hyb> = -3.1070 eV
M3 parts: -1164.976 and 262.540 eV^3
variance = 47.4416 eV^2; w from moments: 0.6009 0.3804 0.0187
random scan: 3000 cases, min(I_low - w2) = 6.18e-05, failures for Q<0: 339
final diagonal f3, f4 (eV): -3.0 16.0; t2 = 4.2000 eV
full ladder: E_g = -2.0930 eV, w0..w3: 0.5980 0.3818 0.0199 0.0002 ; n_f = 0.4224
full ladder peak -14.0340 eV: I = 0.2960; content f0..f3: 0.009 0.337 0.586 0.067
full ladder peak -7.3827 eV: I = 0.3175; content f0..f3: 0.045 0.587 0.233 0.130
full ladder peak -0.1065 eV: I = 0.0213; content f0..f3: 0.022 0.015 0.171 0.740
full ladder peak 2.7599 eV: I = 0.3652; content f0..f3: 0.924 0.060 0.009 0.006
full ladder: weight in higher peaks = 1.81e-10
\end{verbatim}
